# Why parallel-replica dynamics is exact for escape from a quasi-stationary state

**Question.** An adatom on a growing crystal can rattle among a few sites for microseconds before it leaves them, while molecular dynamics advances in femtoseconds. Parallel-replica dynamics runs $M$ independent copies of the trapped system, stops them all when the first one escapes, and advances the physical clock by the sum of all replica times. Why should that sum have the waiting-time distribution of one long trajectory, when no replica has lived that long?

**Answer.**

**The mechanism: survival leaves no trace**

Let the system move in a state $\Omega$, a set of configurations, and let $T$ be the time at which it leaves through an exit channel $C$. The motion is assumed to be Markovian with time-independent rules. Langevin dynamics is of this kind if positions and momenta together are taken as the configuration.

Suppose that the system has stayed in $\Omega$ long enough to forget how it entered. Its distribution, conditioned on survival, then no longer changes. This is the quasi-stationary distribution $\nu$, assumed here to exist. A trajectory started from $\nu$ and still inside at time $t$ is again distributed as $\nu$, so its future is statistically that of a fresh start.

With $S(t)=P_\nu(T>t)$, this gives

$$S(t+s)=P_\nu(T>t)\,P_\nu(T>t+s\,|\,T>t)=S(t)S(s).$$

Since $S$ cannot increase, and escape is neither instantaneous nor impossible, the solution is $S(t)=e^{-kt}$ with $k>0$. The same restart argument applies to the exit channel:

$$P_\nu(T>t,\,C=c)=S(t)\,P_\nu(C=c)=e^{-kt}\pi_c .$$

The exit channel is therefore independent of the escape time. If the state consists of discrete sites $i$, with exit rates $r_{ic}$ and $r_i=\sum_c r_{ic}$, the escape probability in the first interval $dt$ gives

$$k=\sum_i\nu_i r_i,\qquad \pi_c=\frac1k\sum_i\nu_i r_{ic}.$$

An old trajectory and a new one are thus interchangeable. Sixteen replicas that each survive 100 ns provide the same evidence about escape as one trajectory that survives 1600 ns.

**The formula: the joint law of time and exit**

Start $M$ independent replicas from $\nu$, and let $\tau$ be the wall time of the first escape, measured as simulated time per replica. For the first escape to occur between $t$ and $t+dt$ through channel $c$, one replica must escape in that interval and the other $M-1$ must have survived. Any of the $M$ replicas can be the one, so

$$P(\tau\in dt,\,c)=M\,\big(k\pi_c e^{-kt}dt\big)\,e^{-(M-1)kt}=Mk\,\pi_c\,e^{-Mkt}\,dt .$$

The summed time is $s=Mt$, hence $dt=ds/M$, and

$$P(M\tau\in ds,\,c)=k\,\pi_c\,e^{-ks}\,ds .$$

This is the joint law of $(T,C)$ for one trajectory started from $\nu$. The factor $M$ by which escapes come sooner is cancelled by the factor $M$ in the clock. All replicas must be counted up to $\tau$, including those that did not escape.

Equal processor speeds are not needed. Let replica $j$ advance by $s_j(w)\,dw$ during processor time $dw$. The total escape probability in $dw$ is $k\sum_j s_j\,dw$, while the summed clock advances by $\sum_j s_j\,dw$. Their ratio is still $k$, even if processors change speed or pause. The speeds must not depend on the replicas' configurations, since a code that slows down near an exit would distort the statistics.

If escape is checked only at intervals, let $p$ be the escape probability per check, starting from the quasi-stationary distribution of the process seen at the checks. Suppose that the first escape is found in round $N$, and that $K$ is the lowest index among the replicas that escaped in that round. Reading the replicas in order makes a sequence of independent trials. The count $m=M(N-1)+K$ therefore has probability $(1-p)^{m-1}p$, as for one trajectory. Counting the whole last round instead gives the mean

$$\langle MN\rangle=\frac{M}{1-(1-p)^M}\simeq\frac1p+\frac{M-1}{2}\qquad(Mp\ll1),$$

because the denominator is $Mp\,[1-(M-1)p/2+\dots]$. The result is late by about $(M-1)/2$ checks.

**Why the exponential law is needed**

Now start all replicas independently from some other common distribution, with survival function $S$ and hazard $h(t)=-S'(t)/S(t)$, the escape rate at age $t$ given survival. On the summed clock the survival function is $S_M(s)=[S(s/M)]^M$, so its hazard is

$$h_M(s)=-\frac{d}{ds}\,M\ln S(s/M)=h(s/M).$$

When the clock reads $s$, each replica has only reached age $s/M$. The method samples young trajectories and assigns their escape rate to old ones. The time law is correct if the hazard does not depend on age. The joint law of time and exit channel is correct if the hazard of each channel is constant, as it is when starting from $\nu$.

Conversely, an exact time law requires $h(s)=h(s/M)$ for all $s$. Repeating this gives $h(s)=h(s/M^n)$, which tends to $h(0)$ if the hazard is continuous at zero. Then $h$ is constant and the law is exponential. Continuity matters: the hazard $1+\tfrac12\cos(2\pi\ln t/\ln M)$, in suitable units, is unchanged by $t\to t/M$ and passes for that $M$ and its powers without being constant. It oscillates ever faster as $t\to0$, which a process with finitely many sites and finite rates cannot do.

For large $M$, the summed clock sees only the initial hazard. If $h(0)>0$ and the hazard stays above a positive minimum, the mean summed time tends to $1/h(0)$.

**What happens on entry into the state**

A trajectory that has just entered $\Omega$ is not distributed as $\nu$. It is therefore first run alone for a decorrelation time $t_c$. If it leaves earlier, that escape is accepted as ordinary dynamics. If it survives, its distribution is some $\mu$ close to $\nu$, and the replica stage replaces $\mu$ by $\nu$.

Let $f_i$ be the probability of any chosen escape event when starting from site $i$. The error in that probability is

$$\Big|\sum_i(\mu_i-\nu_i)f_i\Big|\le d\,(f_{\max}-f_{\min})\le d,\qquad d=\tfrac12\sum_i|\mu_i-\nu_i| .$$

The first inequality holds because the positive and negative parts of $\mu-\nu$ each sum to $d$ in magnitude. At late times $d$ decays as $e^{-(\lambda_2-\lambda_1)t_c}$. Here $\lambda_1=k$ and $\lambda_2$ are the two slowest decay rates inside the state, and dividing by the surviving fraction removes $e^{-\lambda_1t_c}$. This bound assumes that the replicas themselves have been prepared independently in $\nu$, a step called dephasing.

**The number: an adatom on Si(001)**

Take a Si adatom at 600 K on an eight-site segment of a dimer row with blocked ends. The rates are $10^{13}\ \mathrm{s^{-1}}\times e^{-E/k_BT}$ with $k_BT=0.0517$ eV:

- Hops along the row have $E=0.60$ eV and rate $91.2\ \mu\mathrm{s}^{-1}$.
- Escape to either neighbouring row has $E=1.00$ eV and rate $0.03984\ \mu\mathrm{s}^{-1}$ from every site.
- A model defect beside site 0 opens a further exit with $E=0.85$ eV and rate $0.7250\ \mu\mathrm{s}^{-1}$.

Diagonalizing the $8\times8$ rate matrix gives $\nu_0=0.12285$, slightly below the uniform value 0.125 because the defect drains site 0. Hence

$$k=2(0.03984)+0.12285\times0.7250=0.1688\ \mu\mathrm{s}^{-1},$$

and the mean escape time is $1/k=5.93\ \mu$s. The defect takes a fraction $0.0891/0.1688=0.528$ of the escapes, and each neighbouring row takes 0.236. With 16 replicas the first escape comes after $5.926/16=0.370\ \mu$s on average.

A hop-by-hop simulation of 6000 such first escapes, with starting sites drawn from $\nu$, gave a mean summed time of $5.86\pm0.08\ \mu$s (standard error). The defect took a fraction 0.535. Both agree with the formulas within about one standard error.

If dephasing is omitted and all replicas start on the same site, the mean summed time is $M\int_0^\infty S(t)^M dt$. Numerical integration gives, in $\mu$s:

| Start | $M=1$ (true) | $M=16$ | $M=256$ | $M\to\infty$ |
|---|---|---|---|---|
| site 0 | 5.82 | 4.66 | 1.79 | 1.24 |
| site 7 | 5.99 | 6.78 | 11.03 | 12.55 |

The last column is $1/h(0)$, with $h(0)=0.805\ \mu\mathrm{s}^{-1}$ beside the defect and $0.0797\ \mu\mathrm{s}^{-1}$ at the far end.

The true mean from site 0 is only 2% below $1/k$, yet 16 replicas make it 20% too short relative to that true mean. After the initial transient, $S(t)\simeq a\,e^{-kt}$ with $a\simeq5.8245/5.9258=0.983$. Raising $S$ to the power $M$ turns $a$ into $a^{16}\simeq0.76$, which would give about $4.5\ \mu$s. The computed value is somewhat larger because the early loss takes time to build up, and the transient is not negligible beside the 0.37 $\mu$s wall time.

The relaxation rate is $\lambda_2-\lambda_1=13.98\ \mu\mathrm{s}^{-1}$, or one relaxation time per 71.5 ns. Choosing five relaxation times gives $t_c=0.358\ \mu$s. For entry at site 0, $d$ is then 0.0043. Over a grid of times up to $5/k$, the largest error found in the probabilities of escaping later than a given time, with or without a specified channel, is $8\times10^{-5}$. It lies far below $d$ because these probabilities depend only weakly on the starting site, so $f_{\max}-f_{\min}$ is small.

The error of $8\times10^{-5}$ assumes replicas drawn exactly from $\nu$. If 16 replicas are instead prepared by running each from site 0 until it has survived for $t_c$, their small deviations add up, and the largest error is about $8\times10^{-4}$.

Preparation also costs time. Suppose that dephasing takes $t_c$ and that communication is free. For a visit that survives decorrelation, the ideal speedup is

$$\frac{t_c+1/k}{2t_c+1/(Mk)}=\frac{0.358+5.926}{0.715+0.370}=5.8\qquad(M=16).$$

If replicas that escape during dephasing must start it again, that stage lasts about $1.4\,t_c$ on average for $M=16$, and the speedup falls to about 5.1. Without restarts, the speedup at fixed $t_c$ cannot exceed 8.8, however many replicas are used. With them it is about 5.7 for 64 replicas but only about 5.1 for 1024, because the wait for the last replica to finish dephasing keeps growing. Large gains need $kt_c\ll1$, which means escape much slower than internal relaxation. Checking every 1 ps and counting the whole last round would add a bias of only 7.5 ps relative to a single trajectory checked equally often.

**Beside the real surface**

The temperature suits low-temperature molecular-beam epitaxy, and the attempt frequency and the two row barriers are rough typical values. The defect barrier, the segment length and the blocked ends are model choices; the length fixes the relaxation rate, and with it $t_c$ and the speedups. With a known rate table, kinetic Monte Carlo would suffice; the small model stands in for molecular dynamics, which would need about $6\times10^9$ steps of 1 fs per escape.

The barriers and the attempt frequency are both uncertain. A tenfold error in the attempt frequency changes a rate as much as 0.12 eV in its barrier. An error of 0.05 eV in all the escape barriers, with the hop rate held fixed, changes the escape time by a factor of about 2.6. Tunnelling raises a rate by about 3% if the barrier's curvature frequency equals the attempt frequency.

Other adatoms can also interrupt the wait. For a rough estimate, take a flux of 0.1 atoms per adatom site per second on a terrace 100 rows wide, with absorbing edges, and ignore island nucleation. Solving the steady diffusion balance across the rows gives a mean density of 0.0021 adatoms per site. The segment then holds $8\times0.0021=0.017$ other adatoms on average. The two neighbouring rows are about equally filled, so others hop in from them at a total rate of $2(0.03984)\times0.017=0.00135\ \mu\mathrm{s}^{-1}$. Leaving out arrivals through the defect, the chance that another adatom arrives during one mean wait $1/k$ is about 0.8%, or 1.2% in the middle of the terrace, where the density is highest. This comes on top of the chance, about 1.7% on average, that one is already on the segment when the adatom enters. At this density an adatom moving along open rows would meet others many times before reaching an edge. Many would therefore join into islands, leaving fewer free adatoms than estimated here. Such an encounter changes the state itself, so the calculation must then begin again with a new $\Omega$.

In silane-based chemical vapour deposition at this temperature, hydrogen covers much of the surface and changes the barriers. The clean-surface numbers do not carry over, but the argument does. The method still saves much time only if the new state relaxes much faster than it is left.
